# Resistance separation of two drifting phase-change cells with unequal exponents: a program that tests the result

```python
"""Resistance separation of two drifting amorphous phase-change cells.

Result under test: cells matched at time t0, with drift exponents that differ
by dnu, have the resistance ratio (t/t0)**dnu; for dnu = 0.01 and nine decades
the faster cell is about 23 percent above the slower one.

Independent road: defects with a uniform spectrum of relaxation barriers E
(0 to E_max) relax with time constant tau0*exp(E/kT). The relaxed energy width
W(t) is integrated numerically. The conduction barrier rises by nu*W, and the
resistance is proportional to exp(barrier/kT). No power law is put in.
Energies are in eV, times in s, resistances in megaohm.
"""
import numpy as np
from scipy import constants
from scipy.integrate import simpson

K_B = constants.k / constants.e
TAU0 = 1e-13
T_START = 1.0
R_START = 1.0
NU_SLOW = 0.10
DNU = 0.01
NU_FAST = NU_SLOW + DNU
DECADES = 9
T_END = T_START * 10.0**DECADES
TEMP = 300.0
TEMP_HOT = 330.0
E_LONG = 1.8
E_SHORT = 1.1


def relaxed_width(time, temp, e_max):
    """Energy width of the relaxed part of the uniform barrier spectrum."""
    energy = np.linspace(0.0, e_max, 20001)
    time_over_tau = time / TAU0 * np.exp(-energy / (K_B * temp))
    return simpson(-np.expm1(-time_over_tau), x=energy)


def barrier_rise(time, nu, temp=TEMP, e_max=E_LONG):
    """Rise of the conduction barrier since the matching time."""
    return nu * (relaxed_width(time, temp, e_max)
                 - relaxed_width(T_START, temp, e_max))


def resistance(time, nu, temp=TEMP, e_max=E_LONG):
    return R_START * np.exp(barrier_rise(time, nu, temp, e_max) / (K_B * temp))


def simulated_ratio(time, dnu=DNU, temp=TEMP, e_max=E_LONG):
    return (resistance(time, NU_SLOW + dnu, temp, e_max)
            / resistance(time, NU_SLOW, temp, e_max))


kt = K_B * TEMP

# The relaxed width grows logarithmically inside the spectrum.
for time in (T_START, 1e4, T_END):
    log_law = kt * (np.log(time / TAU0) + np.euler_gamma)
    assert abs(relaxed_width(time, TEMP, E_LONG) / log_law - 1) < 1e-6

# The simulated resistance is a power law with the expected exponent.
times = T_START * np.logspace(0, DECADES, 19)
fitted = []
for nu in (NU_SLOW, NU_FAST):
    log_r = np.log([resistance(time, nu) for time in times])
    slope, offset = np.polyfit(np.log(times), log_r, 1)
    assert abs(slope - nu) < 1e-6
    assert np.max(np.abs(log_r - slope * np.log(times) - offset)) < 1e-6
    fitted.append(slope)

# Main result, and its independence of temperature in this model.
r_slow = resistance(T_END, NU_SLOW)
r_fast = resistance(T_END, NU_FAST)
ratio = r_fast / r_slow
ratio_formula = 10.0**(DECADES * DNU)
ratio_hot = simulated_ratio(T_END, temp=TEMP_HOT)
assert abs(ratio - ratio_formula) < 1e-6
assert abs(ratio_hot - ratio_formula) < 1e-5
assert abs(100 * (ratio - 1) - 23) < 0.5

# Separation relative to the mean of the two resistances.
log_separation = DNU * np.log(T_END / T_START)
relative_to_mean = (r_fast - r_slow) / (0.5 * (r_fast + r_slow))
assert abs(relative_to_mean - 2 * np.tanh(log_separation / 2)) < 1e-6

# Difference of the conduction barriers.
barrier_gap = barrier_rise(T_END, NU_FAST) - barrier_rise(T_END, NU_SLOW)
assert abs(barrier_gap - kt * log_separation) < 1e-8

# A spectrum that ends early makes the separation saturate.
t_edge = TAU0 * np.exp(E_SHORT / kt)
ratio_short = simulated_ratio(T_END, e_max=E_SHORT)
plateau = np.exp(DNU * (np.log(t_edge / T_START) - np.euler_gamma))
assert abs(ratio_short - plateau) < 1e-6
assert ratio_short < ratio - 0.05

print(f"temperature: {TEMP:.0f} K")
print(f"thermal energy kT: {1e3 * kt:.2f} meV")
print(f"attempt time tau0: {TAU0:.0e} s")
print(f"upper edge of barrier spectrum: {E_LONG:.1f} eV")
print(f"matching time t0: {T_START:.0f} s")
print(f"final time: {T_END:.0e} s")
print(f"final time in years: {T_END / constants.year:.1f} yr")
print(f"matched resistance R0: {R_START:.2f} megaohm")
print(f"exponent difference: {DNU:.3f} (dimensionless)")
print(f"fitted exponent, slow cell: {fitted[0]:.5f} (dimensionless)")
print(f"fitted exponent, fast cell: {fitted[1]:.5f} (dimensionless)")
print(f"relaxed width at t0: {relaxed_width(T_START, TEMP, E_LONG):.4f} eV")
print(f"relaxed width at end: {relaxed_width(T_END, TEMP, E_LONG):.4f} eV")
print(f"final resistance, slow cell: {r_slow:.3f} megaohm")
print(f"final resistance, fast cell: {r_fast:.3f} megaohm")
print(f"simulated ratio fast/slow: {ratio:.5f} (dimensionless)")
print(f"formula ratio 10^(D*dnu): {ratio_formula:.5f} (dimensionless)")
print(f"simulated ratio at {TEMP_HOT:.0f} K: {ratio_hot:.5f} (dimensionless)")
print(f"logarithm of ratio: {log_separation:.4f} (dimensionless)")
print(f"separation relative to slow cell: {100 * (ratio - 1):.1f} percent")
print(f"separation relative to fast cell: {100 * (1 - 1 / ratio):.1f} percent")
print(f"separation relative to mean: {100 * relative_to_mean:.1f} percent")
print(f"conduction barrier difference: {1e3 * barrier_gap:.2f} meV")

for decades in (1, 3, 6):
    time = T_START * 10.0**decades
    value = simulated_ratio(time)
    assert abs(value - 10.0**(decades * DNU)) < 1e-6
    print(f"separation after {decades} decades: {100 * (value - 1):.1f} percent")

for dnu in (0.005, 0.02):
    value = simulated_ratio(T_END, dnu=dnu)
    assert abs(value - 10.0**(DECADES * dnu)) < 1e-6
    print(f"separation after {DECADES} decades for exponent difference "
          f"{dnu:.3f}: {100 * (value - 1):.1f} percent")

print(f"edge of shortened spectrum: {E_SHORT:.1f} eV")
print(f"edge time of shortened spectrum: {t_edge:.2e} s")
print(f"simulated ratio, shortened spectrum: {ratio_short:.4f} (dimensionless)")
print(f"plateau formula: {plateau:.4f} (dimensionless)")
print(f"separation, shortened spectrum: {100 * (ratio_short - 1):.1f} percent")
print("success")
```

Running it gives:

```
temperature: 300 K
thermal energy kT: 25.85 meV
attempt time tau0: 1e-13 s
upper edge of barrier spectrum: 1.8 eV
matching time t0: 1 s
final time: 1e+09 s
final time in years: 31.7 yr
matched resistance R0: 1.00 megaohm
exponent difference: 0.010 (dimensionless)
fitted exponent, slow cell: 0.10000 (dimensionless)
fitted exponent, fast cell: 0.11000 (dimensionless)
relaxed width at t0: 0.7888 eV
relaxed width at end: 1.3245 eV
final resistance, slow cell: 7.943 megaohm
final resistance, fast cell: 9.772 megaohm
simulated ratio fast/slow: 1.23027 (dimensionless)
formula ratio 10^(D*dnu): 1.23027 (dimensionless)
simulated ratio at 330 K: 1.23027 (dimensionless)
logarithm of ratio: 0.2072 (dimensionless)
separation relative to slow cell: 23.0 percent
separation relative to fast cell: 18.7 percent
separation relative to mean: 20.6 percent
conduction barrier difference: 5.36 meV
separation after 1 decades: 2.3 percent
separation after 3 decades: 7.2 percent
separation after 6 decades: 14.8 percent
separation after 9 decades for exponent difference 0.005: 10.9 percent
separation after 9 decades for exponent difference 0.020: 51.4 percent
edge of shortened spectrum: 1.1 eV
edge time of shortened spectrum: 3.01e+05 s
simulated ratio, shortened spectrum: 1.1279 (dimensionless)
plateau formula: 1.1279 (dimensionless)
separation, shortened spectrum: 12.8 percent
success
```
